\section*{How to enter surviving lines in a lognormal electromigration fit}

\section{The setting and its effect}

A lognormal lifetime fit needs a decision about the lines still intact when an electromigration test stops. They can be entered as right-censored, meaning that each is known only to outlast the stop time, or they can be discarded. They should be entered as censored. Let $\ln t$ be normal with mean $\mu$ and standard deviation $\sigma$, and let the test stop at a preset time $T$. Given at least one failure, discarding the survivors shifts the mean estimate of the log-median by
\begin{equation}
b=-\sigma\lambda,\qquad \lambda=\frac{\phi(c)}{\Phi(c)},\qquad
c=\frac{\ln T-\mu}{\sigma},
\label{eq:bias}
\end{equation}
where $\phi$ and $\Phi$ are the standard normal density and distribution function. The number of lines does not appear, so a larger test does not remove the bias. The discarded fit also has too small a spread, which can make its early-failure lifetimes too long.

The censored fit costs little more. It needs four numbers from the data and the root of one decreasing function.

\section{What the censored setting maximizes}

Assume $n$ independent lines with a common lifetime law and a stop time that does not depend on their condition. There are $r$ failures and $m=n-r$ survivors. Times enter through $y_i=\ln(t_i/T)$, which is zero or negative for a failure. Define
\[
\theta=\frac1\sigma,\qquad \eta=\frac{\mu-\ln T}{\sigma}=-c .
\]
The standardized log-lifetime of a failure is then $(\ln t_i-\mu)/\sigma=\theta y_i-\eta$. A failure contributes its density in log-time, $\theta\,\phi(\theta y_i-\eta)$. A survivor contributes the probability of outlasting $T$, $1-\Phi(c)=\Phi(\eta)$. Up to a constant, the log-likelihood is
\begin{equation}
\ell=r\ln\theta-\tfrac12\sum_{i=1}^{r}(\theta y_i-\eta)^2+m\ln\Phi(\eta).
\label{eq:like}
\end{equation}
Discarding survivors removes the last term but keeps the density of an untruncated lognormal. That density assigns probability to failures after $T$, which the retained data cannot contain.

\subsection{There is one maximum}

Let $\rho(\eta)=\phi(\eta)/\Phi(\eta)$, the derivative of $\ln\Phi$. Since $\phi'=-\eta\phi$,
\[
\rho'=-\rho(\eta+\rho).
\]
The bracket is positive: $\eta\Phi+\phi$ vanishes as $\eta\to-\infty$ and has derivative $\Phi>0$. Hence $\rho'<0$. Along a direction $(a,b)$ in the $(\theta,\eta)$ plane, the second derivative of $\ell$ is
\[
-\frac{ra^2}{\theta^2}-\sum_i(ay_i-b)^2+m\rho' b^2 .
\]
For $r\ge1$ the first term vanishes only if $a=0$, and the second is then $-rb^2$. The sum is therefore negative in every direction, and $\ell$ is strictly concave. It has at most one maximum.

A maximum exists if the failures are not all at $T$ and either two failure times differ or $m\ge1$. To see this, follow $\ell$ towards the edges of its domain. As $\theta\to0$, $r\ln\theta\to-\infty$ and the other terms are not positive. If $|\eta|\to\infty$ with $\theta$ bounded, the squares diverge. If $\theta\to\infty$ and two failure times differ, the sum of squares is at least $\theta^2\sum(y_i-\bar y)^2$, which outgrows $r\ln\theta$.

If all failures share one time $y<0$, the squares stay small only when $\eta$ follows $\theta y$ to $-\infty$. For $x>0$,
\[
\Phi(-x)=\int_0^\infty\phi(x+u)\,du\le \tfrac12e^{-x^2/2},
\]
so the survivor term then falls at least as fast as $-m\eta^2/2$ and again wins. With no failures there is no finite maximum: the data give only a lower limit on life.

\subsection{The root search}

Define $S_1=\sum y_i$ and $S_2=\sum y_i^2$. Stationarity in $\theta$ reads
\begin{equation}
\frac r\theta-\theta S_2+\eta S_1=0 .
\label{eq:theta}
\end{equation}
Multiplication by $-\theta$ gives $S_2\theta^2-\eta S_1\theta-r=0$, whose positive root is
\begin{equation}
\theta(\eta)=\frac{\eta S_1+\sqrt{\eta^2S_1^2+4rS_2}}{2S_2}.
\end{equation}
Stationarity in $\eta$ leaves
\begin{equation}
g(\eta)=\theta(\eta)S_1-r\eta+m\rho(\eta)=0 .
\label{eq:g}
\end{equation}
This $g$ is the slope of $\ell$ after maximization over $\theta$. Differentiating the condition $\ell_\theta=0$ gives $d\theta/d\eta=-\ell_{\theta\eta}/\ell_{\theta\theta}$, so
\[
g'=\ell_{\eta\eta}-\frac{\ell_{\theta\eta}^2}{\ell_{\theta\theta}}
=\frac{\ell_{\eta\eta}\ell_{\theta\theta}-\ell_{\theta\eta}^2}{\ell_{\theta\theta}}<0,
\]
because strict concavity makes the numerator positive and the denominator negative.

The root can be bracketed without a starting guess. At $\eta=0.8\,m/r$, the decreasing function $\rho$ is at most $\rho(0)=0.798$, and $S_1<0$, so $g<0$. For the lower end, try $-1,-2,-4,\ldots$ until $g>0$. Bisection then converges, and
\[
\hat\sigma=1/\theta,\qquad \hat\mu=\ln T+\eta/\theta .
\]

If survivors left the test at different times $T_j$, the last term of (\ref{eq:like}) becomes $\sum_j\ln\Phi(\eta-\theta\ln(T_j/T))$. It is still concave, but (\ref{eq:theta}) is no longer quadratic and both parameters must be searched together.

\section{What discarding changes}

\subsection{In each data set}

Let $\bar y=S_1/r$ and $\hat\delta=\hat\mu-\ln T=\eta/\theta$. Dividing (\ref{eq:g}) by $r\theta$ gives
\begin{equation}
\hat\delta-\bar y=\hat\sigma\,\frac mr\,\rho(\hat\eta).
\label{eq:shift}
\end{equation}
The right side is positive whenever there is a survivor. The discarded fit has log-median $\ln T+\bar y$, so it lies below the censored fit in every such data set.

Dividing (\ref{eq:theta}) by $r\theta$ gives $\hat\sigma^2=S_2/r-\hat\delta\bar y$. The failures alone have variance $s_f^2=S_2/r-\bar y^2$. Subtraction yields
\begin{equation}
\hat\sigma^2-s_f^2=-\bar y(\hat\delta-\bar y)>0,
\end{equation}
since $\bar y<0$. Discarding therefore lowers both fitted parameters when all survivors leave at the common stop time. With earlier removal times the spread need not follow this order: if the 18 survivors of the example below had left at 90 h, the censored spread would be 0.317, below the 0.345 of the failures alone.

\subsection{On average}

Given their number, the failures are independent draws of $z=(\ln t-\mu)/\sigma$ restricted to $z\le c$. From $z\phi=-\phi'$,
\[
\int_{-\infty}^c z\phi\,dz=-\phi(c),\qquad
\int_{-\infty}^c z^2\phi\,dz=\Phi(c)-c\phi(c),
\]
the second by parts. Division by $\Phi(c)$ gives mean $-\lambda$ and variance
\begin{equation}
s^2=1-c\lambda-\lambda^2 .
\end{equation}
The mean is the same for every $r\ge1$, which proves (\ref{eq:bias}). Also $s<1$, because $c+\lambda>0$ by the inequality used for $\rho'$.

For a long test, $c\to\infty$ and the bias vanishes as $-\sigma\phi(c)$. For a short one, $c\to-\infty$ and $\lambda$ approaches $|c|$, so the discarded median approaches the stop time and measures the schedule instead of the metal.

The statement concerns the log-median. The arithmetic mean of the estimated median in hours behaves differently when failures are few and the spread is wide. Completing the square in $\int e^{az}\phi\,dz$ with $a=\sigma/r$ gives, for fixed $r$,
\[
\frac{E[e^{\ln T+\bar y}]}{e^\mu}=\left[e^{\sigma^2/2r^2}\,
\frac{\Phi(c-\sigma/r)}{\Phi(c)}\right]^r .
\]
For $\sigma=2$, $r=2$, $c=3$ this is 2.6: the mean in hours is high although the mean logarithm is low. The excess comes from the skew of the lognormal law, not from discarding: with nothing discarded ($c\to\infty$) the ratio is $e^{\sigma^2/2r}=2.7$, and since $\Phi(c-\sigma/r)<\Phi(c)$, discarding always lowers it. For $\sigma=0.5$ and $r=2$ the ratio is 1.06 at $c=3$ and 0.90 at $c=1$. If $T$ is below the true median, this cannot happen, since a geometric mean of failure times cannot exceed $T$.

\subsection{At low percentiles}

The lifetime reached by a fraction $p$ of lines is $\ln t_p=\mu+z_p\sigma$, with $\Phi(z_p)=p$. For many lines the discarded fit tends to $\mu-\sigma\lambda+z_ps\sigma$, an error of
\begin{equation}
\sigma\left[-\lambda-(1-s)z_p\right].
\end{equation}
It is positive for $z_p<-\lambda/(1-s)$. A low median is thus no guarantee of a cautious reliability forecast: far enough into the early tail, the reduced spread outweighs the reduced median.

\section{Uncertainty of the censored fit}

The covariance of the scores, the derivatives of one line's log-likelihood, gives the information. Multiplied by $\sigma$, the scores for $\mu$ and $\sigma$ are $z$ and $z^2-1$ for a failure. For a survivor they are $h$ and $ch$, with $h=\phi(c)/[1-\Phi(c)]$, because $\partial c/\partial\mu=-1/\sigma$ and $\partial c/\partial\sigma=-c/\sigma$.

Let $J_k=\int_{-\infty}^c z^k\phi\,dz$. Integration by parts gives $J_3=-(c^2+2)\phi$ and $J_4=3\Phi-(c^3+3c)\phi$, besides $J_0$, $J_1$ and $J_2$ above. Survivors have probability $1-\Phi$, and $(1-\Phi)h^2=\phi h$. The information per line, times $\sigma^2$, is therefore
\begin{align}
A&=J_2+\phi h=\Phi+\phi(h-c),\\
B&=J_3-J_1+c\phi h=\phi[c(h-c)-1],\\
C&=J_4-2J_2+J_0+c^2\phi h\nonumber\\
&=2\Phi+c\phi[c(h-c)-1],
\end{align}
for the $\mu\mu$, $\mu\sigma$ and $\sigma\sigma$ elements. Inverting this matrix gives the large-sample variance
\begin{equation}
\mathrm{var}(\hat\mu+z\hat\sigma)\simeq
\frac{\sigma^2}{n}\,\frac{C-2zB+z^2A}{AC-B^2}.
\label{eq:var}
\end{equation}
Set $z=0$ for the median and $z=z_p$ for a percentile. In use, $c$ and $\sigma$ are replaced by their estimates, and a 95\% interval is the log-estimate plus or minus 1.96 standard errors.

\section{A stopped test of forty lines}

The synthetic lifetimes have median 200 h and $\sigma=0.5$; the test of 40 lines stops at 180 h. Then $c=\ln(180/200)/0.5=-0.211$, and 41.7\% of lines are expected to fail, about 17. The data set drawn here has 22 failures and 18 survivors, with
\[
S_1=-9.56784,\qquad S_2=6.77323 .
\]
At $\eta=0$, $\theta=\sqrt{22/6.77323}=1.802$ and
\[
g(0)=1.802(-9.568)+18(0.798)=-2.88 .
\]
At $\eta=-1$, $g=24.2$, so the root lies between. Bisection gives $\eta=-0.10766$ and $\theta=1.87989$. Hence
\[
\hat\sigma=\frac1{1.87989}=0.532,\qquad
\hat t_{50}=180\,e^{-0.10766\times0.5319}=170\ \mathrm h .
\]
Direct maximization of the likelihood from three starting points, with medians of 60, 200 and 1000 h, reached the same parameters to within $10^{-5}$.

Without survivors, $\bar y=-9.56784/22=-0.4349$. The median becomes $180e^{-0.4349}=117$ h, and the spread $\sqrt{6.77323/22-0.4349^2}=0.345$.

The censored estimate is also below 200 h, but for a different reason: this sample happened to contain more early failures than expected. Its standard error in log-median is 0.099, and the 95\% interval of 140 to 207 h includes the truth. The 0.1\% life is 33 h, with interval 20 to 54 h; the true value is 42.7 h. Discarding gives 40 h, closer to the truth in this sample because two errors partly cancel.

Repetition separates chance from bias. The table gives geometric-mean medians over 20\,000 synthetic tests of 40 lines, keeping those with at least two failures. The same lifetimes are used at every stop time.

\begin{center}
\begin{tabular}{rrrrr}
Stop & Failed & \multicolumn{2}{c}{Discarded (h)} & Censored\\
(h) & share & theory & simulated & (h)\\
150 & 0.283 & 110.0 & 110.0 & 201.0\\
180 & 0.417 & 125.2 & 125.1 & 200.9\\
300 & 0.791 & 166.8 & 166.7 & 200.2\\
400 & 0.917 & 184.0 & 183.9 & 200.0
\end{tabular}
\end{center}

Even with 92\% of lines failed, discarding the rest lowers the median by 8\%. At 180 h, $\lambda=0.937$ and the log bias is $-0.5\times0.937=-0.468$, a 37\% reduction. With 400 lines the simulated bias is still $-0.468$, while that of the censored fit is zero within the simulation error of about 0.0005.

The tail reverses the sign. Here $s=0.566$, and the crossover is at $z=-0.937/(1-0.566)=-2.16$, the 1.55\% life. For many lines the discarded fit puts the 0.1\% life at 52 h, 22\% above the truth.

The censored fit has finite-sample limits too. At 180 h and 40 lines its mean spread is 0.493, slightly low. The nominal 95\% intervals cover the true median in 94.5\% of tests and the true 0.1\% life in 91.4\%. The tail interval therefore covers the truth less often than its nominal level at this sample size. Nearly all its misses are optimistic: about 8.5\% of the intervals lie wholly above the true 0.1\% life and about 0.2\% wholly below, and the fitted 0.1\% life is about 3\% too long in geometric mean.

\section{Beside a real aluminium test}

The example is set in the rough regime of accelerated Al tests: 473 K, 2 MA/cm$^2$, an activation energy of 0.6 eV and a current exponent of 2. Real lines need not share one lognormal law, and the early tail is most exposed to this. If 2\% of lines belong to a weak group with median 40 h and the same spread of 0.5, the true 0.1\% life is 17.6 h, but a single censored lognormal fitted to a very large sample gives 31 h. A Weibull fit to the 40-line data set gives 16 h instead of 33 h, while the lognormal log-likelihood is higher by only 0.16. These data cannot choose between the two tails.

Three effects of the test conditions can also be sized. An oven scatter of 2 K would widen a spread of 0.5 to 0.504. For metal 500 nm thick, one-dimensional heat flow through 1000 nm of oxide gives a line temperature rise of about 8 K, which shortens life by 21\% relative to a line at oven temperature; lateral heat spreading would reduce this. Reading the lines every 4 h and recording the later time moves the log-median by $-0.0015$ in the simulation, far less than its standard error in a test of 40 lines. It also narrows the fitted spread, which for many lines makes the fitted 0.1\% life about 5\% too long.

Extrapolation is the larger risk. Black's equation, $t\propto j^{-N}\exp(E_a/kT_{\rm line})$, with current exponent $N$, takes the 200 h median to about 19 years at 0.5 MA/cm$^2$ if 473 K and 373 K are the line temperatures in test and in use. If they are oven temperatures, the self-heating estimated above, scaled as $j^2$ for the lower current in use, changes the result to about 23 years. Lowering $E_a$ by 0.05 eV multiplies the 19 years by 0.72, and changing $N$ from 2 to 1 multiplies them by 0.25. The equation also omits the Blech threshold, below which back-stress stops the drift. For a 500 $\mu$m line and a rough threshold of 3000 A/cm, that is 3\% of the drive in test and 12\% in use.

\section{Choosing the setting}

\begin{itemize}
\item Enter every intact line as censored at the time it left the test. This holds if removal was unrelated to its condition. Lines withdrawn because their resistance was rising are not ordinary survivors, and the factor $\Phi(\eta)$ does not describe them.
\item If survivors were discarded but their number and the stop time are known, refit with (\ref{eq:g}). The failure times supply $S_1$ and $S_2$.
\item Choose the stop time from (\ref{eq:var}) and the quantity required. For the example's planned test, $A=0.760$, $B=-0.463$ and $C=0.931$, so the standard error of the log-median is
\[
0.5\sqrt{\frac{0.931}{40(0.760\times0.931-0.463^2)}}=0.11 .
\]
With all 40 lines run to failure it would be $0.5/\sqrt{40}=0.08$. Stopping at 180 h thus raises the standard error by about 37\%, but brings no appreciable bias in the median when survivors are kept.
\item Treat a low percentile as conditional on the lognormal tail. Its statistical interval does not include a weak subgroup, another tail shape or the extrapolation to use conditions.
\end{itemize}

The numerical output below lists the failure times and further computed values.

\section*{Calculated quantities}
\begin{verbatim}
truth: median 200 h, spread 0.5, 0.1% life 42.66 h
plan: 40 lines, stop 180 h, c = -0.2107, failed share 0.4166
one test: r = 22 failures, m = 18 survivors; failure times in h:
  53.3 55.9 60.6 84.8 98.0 99.0 108.9 109.7 116.1
  121.4 126.6 127.5 131.3 139.3 139.3 145.2 147.2 156.6
  159.2 167.1 177.4 177.8
S1 = -9.56784, S2 = 6.77323
eta = -1.0: theta = 2.6420, g = 24.1742
eta =  0.0: theta = 1.8022, g = -2.8817
eta =  1.0: theta = 1.2294, g = -28.5859
root eta = -0.10766, theta = 1.87989
censored fit: median 169.98 h, spread 0.5319, 0.1% life 32.85 h
standard errors: ln median 0.0993, spread 0.0892, ln 0.1% life 0.2542
95% interval, median: 139.9 to 206.5 h
95% interval, 0.1% life: 20.0 to 54.1 h
survivors discarded: median 116.52 h, spread 0.3446, 0.1% life 40.17 h
large-sample discard: lambda = 0.9367, s = 0.5657, log bias -0.4683
  median 125.21 h, spread 0.2828, 0.1% life 52.24 h
  optimistic below z = -2.157, i.e. below the 1.55% life
information x sigma^2 (mm, ms, ss): 0.7597, -0.4625, 0.9306
20000 synthetic tests of 40 lines; geometric-mean medians in h
stop/h  failed  discard-theory  discard-sim  censored-fit
  150   0.283      109.95         109.95       201.00
  180   0.417      125.21         125.11       200.90
  300   0.791      166.81         166.74       200.20
  400   0.917      184.03         183.90       200.00
stop 180 h: mean fitted spread 0.4934; coverage of 95% intervals: median 0.945, 0.1% life 0.914
400 lines: log bias discard -0.4683, censored 0.0001
  scatter of ln median: simulated 0.0346, theory 0.0343
counterexample sigma=2, r=2, c=3: mean discard/true median 2.603
Al, rough: 473 K, 2.0 MA/cm2, Ea 0.6 eV, exponent 2
oven scatter 2 K: log-life scatter 0.0622, spread 0.5 -> 0.5039
Joule input: 4.7 uOhm cm, metal 500 nm, oxide 1000 nm, 1.2 W/(m K)
Joule heating, no lateral spreading: 7.83 K, life factor 0.787
readout every 4 h, late time recorded: ln median shift -0.0015
2% early failures (median 40 h): 0.1% life true 17.57 h, single fit 31.07 h
Weibull fit of the one test: 0.1% life 16.43 h; lognormal ln L lead 0.157
use at 373 K, 0.5 MA/cm2: life factor 828.0, median 18.89 years
  Ea lower by 0.05 eV: life x 0.720; exponent 1: life x 0.250
Blech threshold 3000 A/cm, line 500 um: share of drive 0.030 in test, 0.120 in use
\end{verbatim}
